\section*{Counting eigenvalues by matrix inertia to bracket the chemical potential}

\section{A Newton step that leaves the spectrum}

A method that avoids diagonalization must find the chemical potential $\mu$ without knowing the levels. The natural attempt is Newton's method for $N(\mu)=N_e$, where $N_e$ is the required number of electrons and
\begin{equation}
N(\mu)=2\sum_{i=1}^{n} f(\varepsilon_i-\mu),\qquad
f(x)=\frac{1}{1+e^{x/kT}} .
\label{eq:N}
\end{equation}
The $\varepsilon_i$ are the orbital energies, each orbital holds two electrons, and energies are in rydbergs (Ry). Since $f'(x)=-f(1-f)/kT$, the slope is
\begin{equation}
N'(\mu)=\frac{2}{kT}\sum_i f_i(1-f_i)
\le \frac{2n}{kT}\,e^{-\Delta/kT},
\qquad \Delta=\min_i|\varepsilon_i-\mu| ,
\label{eq:slope}
\end{equation}
because $f(1-f)\le e^{-|x|/kT}$.

Take a chain with $n=120$ orbitals, described below, at $kT=0.005$ Ry. It has a gap of $0.1655$ Ry above its 60th level. Suppose that $N_e=100$ and that the first guess lies at mid-gap. Then $\Delta/kT=0.08275/0.005=16.55$, and the slope is at most $(240/0.005)\,e^{-16.55}\approx 3\times10^{-3}$ electrons per Ry. The guess gives $N\approx120$, so 20 electrons must be removed, and the Newton step exceeds $6000$ Ry. The whole spectrum is less than 1 Ry wide.

The iteration needs an interval that is known to contain $\mu$. The signs of the pivots in a symmetric factorization supply one.

\section{The inertia of a shifted matrix}

Let $H$ and $S$ be real symmetric $n\times n$ matrices, with $S$ positive definite, and let
\begin{equation}
Hc_i=\varepsilon_i Sc_i .
\end{equation}
Write $\nu(\sigma)$ for the number of eigenvalues below the real shift $\sigma$, counted with multiplicity, and $n_-(A)$ for the number of negative eigenvalues of a symmetric matrix $A$. Until stated otherwise, $\sigma$ is not an eigenvalue.

\subsection{Sylvester's law}

If $A=MBM^T$ with $M$ invertible, then $n_-(A)=n_-(B)$. To prove this, we first show that $n_-(A)$ is the largest dimension of a subspace on which $x^TAx<0$ for all $x\ne0$. The eigenvectors with negative eigenvalues span such a subspace, of dimension $n_-(A)$. A subspace of larger dimension must share a nonzero vector with the span of the remaining eigenvectors, whose dimension is $n-n_-(A)$, because the two dimensions add up to more than $n$. On that vector $x^TAx\ge0$, so the larger subspace does not qualify.

Now
\begin{equation}
x^TAx=(M^Tx)^TB(M^Tx).
\end{equation}
The invertible map $M^T$ therefore carries a subspace on which the form of $A$ is negative to one of equal dimension on which the form of $B$ is negative. Hence $n_-(A)\le n_-(B)$. The inverse map gives the opposite inequality.

\subsection{From inertia to levels}

The symmetric matrix $S^{-1/2}HS^{-1/2}$ has an orthogonal eigenvector matrix $U$. With $C=S^{-1/2}U$,
\begin{equation}
C^TSC=I,\qquad C^THC=\mathrm{diag}(\varepsilon_i),
\end{equation}
and subtraction gives
\begin{equation}
C^T(H-\sigma S)C=\mathrm{diag}(\varepsilon_i-\sigma).
\label{eq:cong}
\end{equation}
The right side has one negative entry for each level below $\sigma$. Sylvester's law then yields
\begin{equation}
n_-(H-\sigma S)=\nu(\sigma).
\label{eq:inertia}
\end{equation}

Positive definiteness of $S$ is needed. For $H=I$ and $S=\mathrm{diag}(1,-1)$ the eigenvalues are $1$ and $-1$, both below $\sigma=2$. Yet $H-2S=\mathrm{diag}(-1,3)$ has one negative eigenvalue, not two.

\section{Reading the count from the pivots}

Split off the first row and column of $A=H-\sigma S$. If $a\neq0$,
\begin{equation}
\begin{pmatrix}a&b^T\\ b&G\end{pmatrix}
=
\begin{pmatrix}1&0\\ b/a&I\end{pmatrix}
\begin{pmatrix}a&0\\ 0&G-bb^T/a\end{pmatrix}
\begin{pmatrix}1&b^T/a\\ 0&I\end{pmatrix}.
\label{eq:schur}
\end{equation}
Multiplying out the lower right block gives $bb^T/a+G-bb^T/a=G$, as required. The same step applied to $G-bb^T/a$, and so on, produces $A=LDL^T$ with $L$ unit lower triangular and $D=\mathrm{diag}(d_1,\dots,d_n)$. In terms of a working matrix $W$, which starts as $A$,
\begin{equation}
d_k=W_{kk},\qquad
W_{ij}\leftarrow W_{ij}-\frac{W_{ik}W_{jk}}{d_k}\quad(i,j>k).
\label{eq:update}
\end{equation}
Since $L$ is invertible, Sylvester's law applies once more:
\begin{equation}
\boxed{\;\nu(\sigma)=\#\{k: d_k<0\}\;}
\label{eq:count}
\end{equation}

A three-site chain with zero site energies, hopping $-1$ Ry and $S=I$ can be done by hand. Its levels are $-1.4142$, $0$ and $1.4142$ Ry. At $\sigma=-0.5$ Ry the diagonal of $A$ is $0.5$, and
\begin{equation}
d_1=0.5,\quad d_2=0.5-\frac{1}{0.5}=-1.5,\quad
d_3=0.5-\frac{1}{-1.5}=1.1667 .
\end{equation}
One pivot is negative and one level lies below $-0.5$ Ry. At $\sigma=+0.5$ Ry the pivots are $-0.5$, $1.5$ and $-1.1667$, and the count is two. The pivots are not the shifted levels: at $\sigma=-0.5$ Ry those are $-0.9142$, $0.5$ and $1.9142$ Ry. The two sets share their signs and, because $\det L=1$ and $S=I$, their product, but not their values.

\subsection{Cost for a band matrix}

Let $A_{ij}=0$ for $|i-j|>b$. At step $k$ the update (\ref{eq:update}) changes only entries with both $i$ and $j$ between $k+1$ and $k+b$. These satisfy $|i-j|<b$, so nothing is created outside the band. Away from the end, each pivot updates $b(b+1)/2$ entries of the lower triangle. For $b=2$ this is three; the last pivot but one updates one entry, and the last updates none. The total is $3(n-2)+1$, or 355 for $n=120$ and 715 for $n=240$. The work is linear in $n$ at fixed bandwidth.

Selected inversion uses the same elimination on $H-zS$, with complex $z$ when the Fermi function is expanded in poles. The pivots are then complex and have no sign. The count needs its own factorization at a real shift.

\section{When the count can be trusted}

\subsection{A sufficient condition}

In floating-point arithmetic the computed factors satisfy $LDL^T=A+E$ with some residual matrix $E$. The signs of $D$ give $n_-(A+E)$. The question is whether this equals $n_-(A)$.

Let $s_{\min}(A)$ be the smallest singular value of $A$. For $0\le t\le1$,
\begin{equation}
\|(A+tE)x\|\ge\|Ax\|-t\|Ex\|
\ge\bigl(s_{\min}(A)-\|E\|_2\bigr)\|x\| .
\end{equation}
If $\|E\|_2<s_{\min}(A)$, no matrix on the path from $A$ to $A+E$ is singular. Its eigenvalues move continuously with $t$ and never reach zero, so none changes sign, and the count is right.

The condition can be expressed through the levels. Equation (\ref{eq:cong}) gives
\begin{equation}
A^{-1}=C\,\mathrm{diag}\!\left(\frac{1}{\varepsilon_i-\sigma}\right)C^T,
\qquad
\|A^{-1}\|_2\le\frac{\|C\|_2^2}{\min_i|\varepsilon_i-\sigma|} .
\end{equation}
From $C^TSC=I$ follows $CC^T=S^{-1}$, hence $\|C\|_2^2=1/\lambda_{\min}(S)$, where $\lambda_{\min}(S)$ is the smallest eigenvalue of $S$. Because $s_{\min}(A)=1/\|A^{-1}\|_2$,
\begin{equation}
s_{\min}(A)\ge\lambda_{\min}(S)\,\min_i|\varepsilon_i-\sigma| .
\label{eq:safe}
\end{equation}

The levels are unknown in practice, but $\|E\|$ can be measured. If it is at most $\tau$, the count can be wrong only when a level lies within $\tau/\lambda_{\min}(S)$ of the shift. For $\tau=10^{-10}$ Ry and the chain's $\lambda_{\min}(S)=0.79$, this distance is $1.3\times10^{-10}$ Ry. The Frobenius norm may be used, since it is never smaller than the 2-norm. A strict certificate would also add a bound on the rounding errors made in forming $A$ and in evaluating the residual.

\subsection{A tiny pivot}

Consider the dimensionless matrix
\begin{equation}
T=\begin{pmatrix}d&1&1\\1&-2&0\\1&0&-2\end{pmatrix},
\qquad d=2^{-60}\approx8.67\times10^{-19}.
\end{equation}
It has two negative eigenvalues, and its smallest eigenvalue in magnitude is $0.732$. After the first step the remaining block is
\begin{equation}
\begin{pmatrix}-2-1/d&-1/d\\-1/d&-2-1/d\end{pmatrix}.
\end{equation}
Double-precision numbers near $1/d=2^{60}$ are spaced by $2^8=256$, so the $-2$ is lost and all four entries become $-1/d$. The next pivot is $-1/d$ and the last is $-1/d+1/d=0$. One negative pivot is found instead of two. In exact arithmetic the last pivot is
\begin{equation}
-\Bigl(2+\frac1d\Bigr)+\frac{1/d^2}{2+1/d}
=-\frac{4+4/d}{2+1/d}\approx-4 .
\end{equation}
The computed factors reproduce $T$ with both entries $-2$ replaced by zero. Thus $\|E\|_2=2$, well above $0.732$, and the residual exposes the fault.

\subsection{A vanishing leading minor}

The leading $k\times k$ block of $LDL^T$ is the product of the leading blocks of its factors, so its determinant is $d_1d_2\cdots d_k$. Elimination without pivoting therefore breaks down when a leading minor of order $k<n$ vanishes. This happens when $\sigma$ is an eigenvalue of the first $k$ orbitals taken alone, even if it is not an eigenvalue of the whole system.

One remedy is to move the shift, whose exact position is a free choice. The other is to reorder rows and columns together and allow $2\times2$ blocks in $D$. Both the reordering and the block factorization are congruences, so $\nu(\sigma)$ is the number of negative eigenvalues of the block diagonal $D$. For example, $\begin{pmatrix}0&1\\1&0\end{pmatrix}$ has no first pivot, but taken as one block it has eigenvalues $\pm1$ and contributes one to the count. Reordering may create entries outside the band, so the linear operation count derived above no longer applies.

\section{Counts for a model chain}

The chain is open and has 120 sites with site energy $-0.47$ Ry. Its hoppings alternate between $-0.30$ and $-0.20$ Ry, with overlaps $0.15$ and $0.10$. Second neighbours have hopping $-0.03$ Ry and overlap $0.02$. These are round model parameters. The counts are
\begin{center}
\begin{tabular}{r|rrrrrrrrr}
$\sigma$ (Ry)&$-0.8$&$-0.7$&$-0.6$&$-0.5$&$-0.4$&$-0.3$&$-0.2$&$-0.1$&$0.0$\\
\hline
$\nu(\sigma)$&0&30&44&60&60&69&81&96&120
\end{tabular}
\end{center}
All levels therefore lie between $-0.8$ and $0$ Ry, and none lies between $-0.5$ and $-0.4$ Ry. Four further shifts, outside this range, complete a uniform grid from $-1.0$ to $0.2$ Ry. The counts at all thirteen shifts agree with diagonalization.

At $\sigma=-0.2$ Ry the leading minor of order two vanishes. The first diagonal entries of $A$ are $-0.47+0.20=-0.27$ Ry, and the first bond is $-0.30+0.20\times0.15=-0.27$ Ry. In exact arithmetic the second pivot is $-0.27-(-0.27)^2/(-0.27)=0$; rounding leaves a minor of about $-3\times10^{-17}$ Ry$^2$. The nearest level of the chain is $3.8\times10^{-3}$ Ry away, so the shift itself is legitimate. The residual exceeded $\tau$ and the factorization was repeated with pivoting. Over the grid, the factorizations finally used have residuals of at most $1.0\times10^{-14}$ Ry, while the smallest value of the bound (\ref{eq:safe}) is $2.7\times10^{-4}$ Ry.

\section{Zero temperature}

Order the levels as $\varepsilon_1\le\varepsilon_2\le\cdots$. If fewer than $j$ levels lie below $a$, then $\varepsilon_j\ge a$. If at least $j$ lie below $b$, then $\varepsilon_j<b$. Hence
\begin{equation}
\nu(a)<j\le\nu(b)\quad\Longrightarrow\quad a\le\varepsilon_j<b .
\label{eq:bisect}
\end{equation}
A count at the midpoint decides which half to keep.

For $N_e=120$ the highest filled level is $j=60$ and the lowest empty one is $j=61$. The table places them in $[-0.6,-0.5)$ and $[-0.4,-0.3)$ Ry. Seventeen halvings reduce each width to $0.1/2^{17}\approx8\times10^{-7}$ Ry and give
\begin{equation}
\varepsilon_{60}\approx-0.50556\ \text{Ry},\qquad
\varepsilon_{61}\approx-0.34006\ \text{Ry}.
\end{equation}
The gap is $0.1655$ Ry, or $2.252$ eV. At zero temperature every $\mu$ inside it gives 120 electrons. If any such value suffices, the refinement is unnecessary: the table already shows $2\nu(-0.4)=120$.

When $N_e$ is odd, or when levels $N_e/2$ and $N_e/2+1$ coincide, no shift satisfies $2\nu=N_e$. The electron number then jumps past $N_e$ at a single level. Bisection closes on this level, which is the zero-temperature chemical potential.

\section{Finite temperature}

\subsection{Bounds on the electron number}

Let $\sigma_1<\cdots<\sigma_m$ be the shifts and $\nu_k=\nu(\sigma_k)$. The counts say that $\nu_{k+1}-\nu_k$ levels lie between $\sigma_k$ and $\sigma_{k+1}$, but not where. Since $f$ decreases with energy, moving every level to the upper end of its interval lowers the electron number, and moving it to the lower end raises it. The $\nu_1$ levels below the window have occupations between $f(\sigma_1-\mu)$ and 1. The $n-\nu_m$ levels above it have occupations between 0 and $f(\sigma_m-\mu)$. Therefore $N_{\rm low}\le N\le N_{\rm up}$, with
\begin{align}
N_{\rm low}(\mu)&=2\Bigl[\nu_1f(\sigma_1-\mu)
+\sum_{k=1}^{m-1}(\nu_{k+1}-\nu_k)f(\sigma_{k+1}-\mu)\Bigr],
\label{eq:low}\\
N_{\rm up}(\mu)&=2\Bigl[\nu_1
+\sum_{k=1}^{m-1}(\nu_{k+1}-\nu_k)f(\sigma_k-\mu)
+(n-\nu_m)f(\sigma_m-\mu)\Bigr].
\label{eq:up}
\end{align}

As $\mu$ runs from $-\infty$ to $\infty$, $N_{\rm low}$ rises from 0 to $2\nu_m$ and $N_{\rm up}$ from $2\nu_1$ to $2n$. If $2\nu_1<N_e<2\nu_m$, the equations
\begin{equation}
N_{\rm up}(\mu_-)=N_e,\qquad N_{\rm low}(\mu_+)=N_e
\end{equation}
each have one solution. At the true $\mu$, $N_{\rm up}(\mu)\ge N_e=N_{\rm up}(\mu_-)$, so $\mu\ge\mu_-$. Likewise $N_{\rm low}(\mu)\le N_e=N_{\rm low}(\mu_+)$, so $\mu\le\mu_+$.

For $N_e=100$ and $kT=0.005$ Ry the first bracket follows from the table. The 16 levels between $-0.6$ and $-0.5$ Ry are the partly filled ones; for the others $f$ is 1 or 0 to within about $e^{-19}$. The lower bound gives
\begin{align}
2\bigl[44+16f(-0.5-\mu_+)\bigr]&=100
\quad\Rightarrow\quad f=\tfrac{6}{16}=0.375,\\
\mu_+&=-0.5-0.005\ln\frac{1-0.375}{0.375}=-0.50255\ \text{Ry}.
\end{align}
In $N_{\rm up}$ the same 16 levels sit at $-0.6$ Ry, so $\mu_-=-0.60255$ Ry.

\subsection{Width of the bracket}

Suppose that the shifts enclose the whole spectrum, so that $\nu_1=0$ and $\nu_m=n$, and let $h$ be the largest spacing. Then $\sigma_{k+1}-h\le\sigma_k$, and because $f$ decreases,
\begin{equation}
N_{\rm low}(\mu+h)=2\sum_k(\nu_{k+1}-\nu_k)f(\sigma_{k+1}-h-\mu)
\ge N_{\rm up}(\mu).
\end{equation}
At $\mu=\mu_-$ the right side is $N_e$, so $\mu_+\le\mu_-+h$. For uniform spacing the inequality becomes an equality and the width is $h$, as the first bracket shows with $0.1$ Ry.

A smaller window leaves levels outside. For uniform spacing, subtracting (\ref{eq:low}) at $\mu+h$ from (\ref{eq:up}) at $\mu$ leaves
\begin{equation}
2\nu_1\bigl[1-f(\sigma_1-h-\mu)\bigr]+2(n-\nu_m)f(\sigma_m-\mu).
\label{eq:tail}
\end{equation}
Since $f(x)\le e^{-x/kT}$ and $1-f(-x)=f(x)$, this term is at most $2(\nu_1+n-\nu_m)e^{-p}$ at $\mu=\mu_-$ when the window extends $p\,kT$ beyond the bracket on both sides. With about 100 levels outside the window the bound is still above one electron for $p=5$ and falls to about $10^{-2}$ for $p=10$. At $\mu=\mu_-$ the term is the amount by which $N_{\rm low}(\mu_-+h)$ falls short of $N_e$, so the width exceeds $h$ by about this term divided by the slope of $N_{\rm low}$. The excess is negligible when the term is much smaller than $h$ times that slope, so a small slope calls for a wider window.

\subsection{Where refinement stalls}

Let each new window add $10kT$ on both sides of a bracket of width $w$, and place $m$ uniform shifts in it. Neglecting (\ref{eq:tail}), the next width and its fixed point are
\begin{equation}
w'=\frac{w+20kT}{m-1},\qquad
w_*=\frac{20kT}{m-2}.
\label{eq:stall}
\end{equation}
Subtracting the fixed-point equation gives $w'-w_*=(w-w_*)/(m-1)$, so the approach is fast, but the limit is not zero. For $m=13$, $w_*=0.1/11=0.00909$ Ry. The four computed widths are $0.10000$, $0.01667$, $0.00972$ and $0.00915$ Ry.

In the fourth round the window runs from $-0.61048$ to $-0.50075$ Ry, with 43 levels below it and 60 above. Both arguments of $f$ in (\ref{eq:tail}), taken at $\mu_-=-0.56020$ Ry, are about $11.9kT$ in magnitude. The neglected term is thus about $2(43+60)e^{-11.9}\approx1.4\times10^{-3}$ electrons. The 17 levels in the window of $0.11$ Ry give a mean slope of about $2\times17/0.11\approx300$ electrons per Ry. They crowd toward the band edge, so the slope near $\mu$ is smaller, about 270 for $N$ and about 230 for $N_{\rm low}$ on this grid. The term therefore adds about $6\times10^{-6}$ Ry to a spacing of $0.0091$ Ry, which justifies (\ref{eq:stall}) here.

The final bracket is
\begin{equation}
-0.56020\ \text{Ry}\le\mu\le-0.55105\ \text{Ry},
\end{equation}
or $-7.622$ to $-7.497$ eV. Diagonalization gives $\mu=-0.55538$ Ry ($-7.556$ eV). The midpoint, $-0.55563$ Ry, differs from this by $0.00025$ Ry, but the counts guarantee only half the width, $0.0046$ Ry.

The stall belongs to this refinement scheme with fixed $m$. By (\ref{eq:stall}), a width of $10^{-3}$ Ry would take about $100$ shifts per round. More shifts do not help without limit: as the spacing shrinks, both arguments of $f$ in (\ref{eq:tail}) approach $10kT$, the window then has 44 levels below it, the neglected term approaches about $2(44+60)e^{-10}\approx9\times10^{-3}$ electrons, and the slope of about 270 electrons per Ry turns this into an excess of $3.5\times10^{-5}$ Ry over the spacing, a floor that the width does not go below however large $m$ is, as long as the margin stays at $10kT$. A wider margin lowers the floor, and a uniform grid enclosing the whole spectrum has none, since its width is $h$. The value $w_*$ is proportional to $kT$, but it describes the actual width only while (\ref{eq:tail}) is negligible, and every window must still satisfy $2\nu_1<N_e<2\nu_m$. At low temperature the spacing of the discrete levels itself acts as a gap: for $N_e=100$ levels 50 and 51 are $0.0075$ Ry apart, and half of this equals $10kT$ at $kT\approx3.8\times10^{-4}$ Ry. As $kT$ falls toward this value the slope of $N_{\rm low}$ drops and the width rises above $w_*$: for $m=13$ it is about $1.3w_*$ at $kT=5\times10^{-4}$ Ry and about $2w_*$ at $3.5\times10^{-4}$ Ry, and at $3.2\times10^{-4}$ Ry the window condition is lost. In the cases run here with $m=13$ the condition is lost once $\mu$ lies in a gap whose edges are about $12kT$ or more away, somewhat beyond the margin of $10kT$ because the bracket itself widens the window. This is the case for $N_e=120$ here, where the half gap is $16.55kT$. At finite temperature it is better to stop refining and evaluate $N(\mu)$ itself. With the density matrix $P=2C\,\mathrm{diag}(f_i)\,C^T$,
\begin{equation}
\mathrm{Tr}(PS)=2\,\mathrm{Tr}\bigl[\mathrm{diag}(f_i)\,C^TSC\bigr]=N(\mu),
\end{equation}
so only the elements of $P$ at the nonzero positions of $S$ are needed. A pole expansion expresses $P$ through inverses $(H-zS)^{-1}$, and selected inversion supplies those elements. A Newton step that leaves the bracket is replaced by bisection, and each new value of $N$ shortens the bracket, provided its error is smaller than $|N-N_e|$. A step like the one of more than $6000$ Ry in the opening example is then rejected. The numerical output lists, for every round, the counts at the two ends of the window and the bracket.

\section*{Computed results}
\begin{verbatim}
Three-site chain: site energy 0, hopping -1 Ry, S = 1
  eigenvalues (Ry): [-1.4142  0.      1.4142]
  shift -0.5 Ry: pivots (Ry) [ 0.5    -1.5     1.1667], count 1
  shift +0.5 Ry: pivots (Ry) [-0.5     1.5    -1.1667], count 2
Tiny-pivot matrix [[d,1,1],[1,-2,0],[1,0,-2]], dimensionless
  d = 8.674e-19; unpivoted count 1, true 2
  residual norm 2.000, smallest |eigenvalue| 0.732
Model chain: 120 sites, site energy -0.47 Ry, half bandwidth 2
  hoppings -0.3, -0.2 Ry; second neighbour -0.03 Ry
  overlaps 0.15, 0.1; second neighbour 0.02
  smallest eigenvalue of S: 0.7900
  shift (Ry), eigenvalues below it:
    -1.0    0
    -0.9    0
    -0.8    0
    -0.7   30
    -0.6   44
    -0.5   60
    -0.4   60
    -0.3   69
    -0.2   81
    -0.1   96
    +0.0  120
    +0.1  120
    +0.2  120
  largest residual norm of factorizations used 1.0e-14 Ry
  smallest safety bound 2.7e-04 Ry
  pivoting needed at -0.2 Ry: diagonal -0.2700 Ry, first bond -0.2700 Ry
    leading 2x2 minor -2.8e-17 Ry^2, nearest level 3.8e-03 Ry away
Updated entries of the lower triangle: 355 for 120 sites, 715 for 240
Zero temperature, 120 electrons
  highest filled level in [-0.5055588, -0.5055580] Ry
  lowest empty level in [-0.3400581, -0.3400574] Ry
  bisection counts: 17 + 17
  shift inside gap -0.42281 Ry = -5.7526 eV
  gap 0.16550 Ry = 2.2518 eV
Finite temperature, 100 electrons, kT = 0.005 Ry = 789.4 K
  round 1: shifts -1.00000 to 0.20000 Ry, counts 0 to 120
    mu in [-0.60255, -0.50255] Ry, width 0.10000 Ry
  round 2: shifts -0.65255 to -0.45255 Ry, counts 37 to 60
    mu in [-0.56205, -0.54538] Ry, width 0.01667 Ry
  round 3: shifts -0.61205 to -0.49538 Ry, counts 43 to 60
    mu in [-0.56048, -0.55075] Ry, width 0.00972 Ry
  round 4: shifts -0.61048 to -0.50075 Ry, counts 43 to 60
    mu in [-0.56020, -0.55105] Ry, width 0.00915 Ry
  predicted stalling width 0.00909 Ry
  final bracket [-7.6219, -7.4974] eV
  mu from diagonalization -0.55538 Ry = -7.5563 eV
\end{verbatim}
